\section*{A straight 1/L plot does not establish the dilute defect limit}

\section*{The argument under review}

The argument runs as follows. The energy of a charged point defect is computed in several supercells, some simple cubic (sc), some body-centred (bcc), some face-centred (fcc). Small cells and large cells do not all use the same k-points. Plotted against $1/L$, the energies fall on a line with $r^2>0.999$. The intercept is therefore taken as the energy of the isolated defect, with an uncertainty of the size of the residuals.

The last step does not follow. A natural objection is that changing the cell shape or the k-points adds terms with new powers of $L$; that objection is only partly right, since among cubic shapes only the coefficients change, and, of the two cases treated below, k-sampling brings a new power for a carrier in a host band but not for a deep level. The questions are which terms are present, and what a straight-line fit does with them.

I take $L=V^{1/3}$, with $V$ the cell volume, and cells clamped at fixed volume and shape. The defect charge $qe$ is localized in a medium of dielectric constant $\varepsilon$, with a uniform neutralizing background. Electrostatic, elastic and defect-level energies are added without coupling. All energies are relative to the isolated defect, so the correct intercept is zero.

\section*{Electrostatics: shape changes coefficients}

Let $k_e=e^2/4\pi\epsilon_0$. The zero-average potential of a cubic lattice of unit point charges with its background satisfies $\nabla^2\phi=-(4\pi k_e/\varepsilon)(\delta-1/V)$ in the cell around one charge. Near that charge,
\begin{equation}
\phi(\mathbf r)=\frac{k_e}{\varepsilon}\left[\frac1r-\frac{\xi_s}{L}+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right)\right].
\end{equation}
The constant defines $\xi_s$ for shape $s$. The quadratic term follows from $\nabla^2r^2=6$, which reproduces the background; cubic symmetry forbids any other quadratic term.

The energy of a density $\rho$, in units of $e$, is $\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\phi(\mathbf r-\mathbf r')$. The $1/r$ part is the isolated energy. If $\rho$ has no dipole,
\begin{equation}
\iint\rho\rho'|\mathbf r-\mathbf r'|^2=2qQ,\qquad Q=\int r^2\rho\,d^3r ,
\end{equation}
because the cross term $-2\mathbf r\cdot\mathbf r'$ integrates to zero. Hence
\begin{equation}
\Delta E_q=-\frac{k_eq^2\xi_s}{2\varepsilon L}+\frac{2\pi k_eqQ}{3\varepsilon V}+O(L^{-5}).
\label{charge}
\end{equation}
For a spherical density the quartic term, a cubic harmonic, averages to zero.

The powers are the same for all three shapes, but $\xi_s$ is not: it is 2.837 for sc and 2.888 for bcc and fcc. If the nearest-image distance is used as the length, the constants become 2.837, 3.152 and 3.242. The choice of length therefore matters once shapes are mixed.

\section*{Elasticity: a $1/V$ term and higher powers}

Let the defect exert an isotropic force dipole $P\delta_{ij}$. Its elastic energy is
\begin{equation}
E[\mathbf u]=\tfrac12\int C_{ijkl}\,\partial_ju_i\,\partial_lu_k\,d^3r-P\,\nabla\!\cdot\mathbf u(0).
\end{equation}
Write $\mathbf u=V^{-1}\sum_{\mathbf G\ne0}\mathbf u_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ and $\Gamma_{ik}(\mathbf n)=C_{ijkl}n_jn_l$. The $\mathbf G=0$ strain is absent because the cell is clamped. Then
\begin{equation}
E=\frac1V\sum_{\mathbf G\ne0}\left[\tfrac12G^2\,\mathbf u_{\mathbf G}^*\Gamma\mathbf u_{\mathbf G}-\mathrm{Re}(iP\,\mathbf G\cdot\mathbf u_{\mathbf G})\right].
\end{equation}
Setting the derivative with respect to $\mathbf u_{\mathbf G}^*$ to zero gives $G^2\Gamma\mathbf u_{\mathbf G}=-iP\mathbf G$. At this minimum the quadratic term is minus half the linear one, so
\begin{equation}
E=-\frac{P^2}{2V}\sum_{\mathbf G\ne0}h(\hat{\mathbf G}),\qquad h(\mathbf n)=\mathbf n\cdot\Gamma^{-1}(\mathbf n)\,\mathbf n .
\end{equation}

The sum diverges at large $G$, where the continuum fails, but this part belongs to the isolated defect. With a common smooth cutoff $g(G)$, $g(0)=1$, subtract the infinite-crystal integral and then widen the cutoff:
\begin{equation}
\Delta E_{\rm el}=\frac{P^2h_s}{2V}+\frac{d_s}{L^5}+\dots,\quad
h_s=\lim\left[V\!\int\!\frac{d^3G}{(2\pi)^3}hg-\sum_{\mathbf G\ne0}hg\right].
\label{elastic}
\end{equation}
Since $h$ depends on direction alone, rescaling $\mathbf G$ shows that $h_s$ does not depend on $V$. Atomic discreteness adds terms of relative order $G^2$ to the summand; odd powers are excluded by inversion symmetry. As $G$ scales as $1/L$, the next energy term is $L^{-5}$.

In an isotropic medium $h=1/C_{11}$ in every direction. By Poisson summation the sum over all $\mathbf G$, including zero, tends to the integral. The bracket is then the missing $\mathbf G=0$ term, and $h_s=1/C_{11}$ for every shape. In an anisotropic crystal, $h_s$ depends on how the images are arranged.

\section*{k-points: an exponential or a power}

Consider a deep level made by a site potential $U<0$ in a simple-cubic host with spacing $a$, hopping $-t$ and band $\varepsilon(\mathbf k)$. At supercell wavevector $\mathbf k$, the Schr\"odinger equation gives $\psi=U\psi_0(E-H_0)^{-1}|0\rangle$. Its component on the defect site requires
\begin{equation}
\frac1U=\frac1N\sum_{\mathbf G}\frac1{E-\varepsilon(\mathbf k+\mathbf G)}=\sum_{\mathbf R}g_{\mathbf R}(E)\,e^{i\mathbf k\cdot\mathbf R}.
\end{equation}
Here $N$ is the number of host sites in the cell and $g_{\mathbf R}$ is the infinite-host Green function between sites separated by $\mathbf R$. The second equality holds because averaging the Fourier series of $1/(E-\varepsilon)$ over $\mathbf G$ keeps only supercell translations.

The isolated level obeys $1/U=g_0(E_\infty)$. Expanding to first order in the image couplings,
\begin{equation}
\Delta E(\mathbf k)\simeq-\frac{1}{g_0'(E_\infty)}\sum_{\mathbf R\ne0}g_{\mathbf R}(E_\infty)\cos\mathbf k\cdot\mathbf R .
\label{level}
\end{equation}
Below the band, $g_0'=-\langle(E-\varepsilon)^{-2}\rangle<0$. Also $g_{\mathbf R}<0$, since every term of $E^{-1}\sum_n(H_0/E)^n$ is negative or zero. Sampling at $\Gamma$ alone therefore lowers the level.

For $\mathbf R$ along a cube axis, the integral over the parallel wavevector is fixed by the pole $k_\parallel=i\kappa$. The slowest decay occurs at zero transverse wavevector, where
\begin{equation}
\cosh\kappa a=-\frac{E_\infty}{2t}-2 .
\end{equation}
Near this minimum $\kappa$ grows quadratically with transverse wavevector, and the two-dimensional Gaussian integral supplies a factor $1/R$. For sc cells the $\Gamma$ error thus behaves as $e^{-\kappa L}/L$, which is not a power law.

If the level is filled at every k-point, a $2\times2\times2$ mesh containing $\Gamma$ averages $e^{i\mathbf k\cdot\mathbf R}$ to zero, unless $\mathbf R$ is twice a supercell vector. The leading coupling in Eq.~(\ref{level}) then drops out. What remains is not given by Eq.~(\ref{level}) alone: terms quadratic in the nearest-image coupling survive the average. In the model below the mesh error is positive ($1.6\times10^{-4}$~eV for the smallest sc cell), whereas the surviving first-order terms are negative.

A power does arise if the carrier sits in a host band instead. At $\mathbf k=(2\pi/L)(\frac14,\frac14,\frac14)$ in an sc cell, with the band edge at $\Gamma$,
\begin{equation}
\Delta E_{\rm band}\simeq\frac{\hbar^2}{2m^*}\,3\left(\frac{\pi}{2L}\right)^2=\frac{3\pi^2\hbar^2}{8m^*L^2}.
\end{equation}
This $L^{-2}$ law belongs to a fixed fractional k-point. A point held at a fixed absolute wavevector behaves differently. Its error stays constant while the point lies inside the supercell zone. In larger sc cells a supercell reciprocal vector folds it to within $\pi/L$ of $\Gamma$ along each axis, so the error of the lowest band state is at most $3\pi^2\hbar^2/(2m^*L^2)$ and changes irregularly with $L$ rather than as a clean power.

\section*{What the fit does with these terms}

Let $x=1/L$. The line through two points has intercept $b=(x_2y_1-x_1y_2)/(x_2-x_1)$. Suppose both energies contain $cx^3+dx^5$ besides a common linear law. The linear law contributes its own correct intercept, and the rest contributes
\begin{align}
\delta b&=\frac{c\,x_1x_2(x_1^2-x_2^2)+d\,x_1x_2(x_1^4-x_2^4)}{x_2-x_1}\nonumber\\
&=-x_1x_2(x_1+x_2)\left[c+d(x_1^2+x_2^2)\right].
\label{two}
\end{align}
If instead the points come from shapes with slopes $m_1$ and $m_2$, setting $y_i=m_ix_i$ gives
\begin{equation}
\delta b=\frac{x_1x_2(m_1-m_2)}{x_2-x_1}.
\label{mix}
\end{equation}

For $n$ points, least squares gives $b=\bar y-\bar x\sum_i(x_i-\bar x)y_i/S$ with $S=\sum_i(x_i-\bar x)^2$, so
\begin{equation}
b=\sum_iw_iy_i,\qquad w_i=\frac1n-\frac{\bar x(x_i-\bar x)}{S}.
\label{weights}
\end{equation}
These weights satisfy $\sum w_i=1$ and $\sum w_ix_i=0$. A common linear law is recovered correctly, while any other contribution $\delta_i$ shifts the intercept by $\sum w_i\delta_i$. The residuals show only the part of $\delta_i$ that a line cannot imitate. The part that a line $\alpha+\beta x$ can imitate leaves no residual, and its constant $\alpha$ is the shift of the intercept. Moreover, $r^2$ compares the residuals with the total spread of the energies, which the $1/L$ term makes large.

\section*{A counterexample with a known limit}

Take a model host with $a=3$~\AA, $\varepsilon=10$ and $q=+2$. The charge is a Gaussian of width 1.2~\AA, so $Q=3(1.2)^2\times2=8.64~e$\,\AA$^2$. First- and second-neighbour springs of 2.0 and 0.5~eV/\AA$^2$ give $C_{11}=1.00$ and $C_{12}=C_{44}=0.167$~eV/\AA$^3$. The defect pushes its six neighbours outward with 1.5~eV/\AA\ each, so $P=2\times1.5\times3=9$~eV. One electron occupies a level made by $t=1$~eV and $U=-6$~eV. The isolated level lies at $-7.104$~eV, below the band edge at $-6$~eV, and $\cosh\kappa a=3.552-2$ gives $\kappa a=1.01$.

The $1/L$ slopes are $-8.171$ (sc), $-8.319$ (bcc) and $-8.318$~eV\,\AA\ (fcc). The charge adds $52.1/V$. The elastic coefficients $P^2h_s/2$ are 126.9, 70.6 and 58.3~eV\,\AA$^3$, so the sc and fcc values differ by more than a factor of two.

Thirteen cells were computed, each with $\Gamma$ alone and with the mesh. Of the 8882 four-cell sets that mix shapes or samplings and span at least a factor 1.5 in $L$, 1129 have $r^2\ge0.999$. Their intercept errors run from $-0.082$ to $+0.011$~eV. The worst is shown below. It was searched for, and says nothing about how often such errors occur; one case suffices to refute the inference. The cell label gives the conventional cube edge in host spacings.

\begin{center}
\begin{tabular}{lccc}
cell, sampling & $L$ (\AA) & energy (eV) & $w_i$\\
sc 5, $\Gamma$ & 15.00 & $-0.4855$ & $-1.318$\\
sc 6, $\Gamma$ & 18.00 & $-0.4178$ & $-0.240$\\
bcc 10, mesh & 23.81 & $-0.3395$ & $\phantom{-}1.075$\\
fcc 14, $\Gamma$ & 26.46 & $-0.3082$ & $\phantom{-}1.483$
\end{tabular}
\end{center}

The fit has $r^2=0.9991$ and a largest residual of 3.3~meV, yet its intercept is wrong by $-82$~meV. Equation~(\ref{weights}) shows why. The elastic energies of the four cells contribute
\begin{align}
&-1.318(0.0647)-0.240(0.0333)\nonumber\\
&\quad+1.075(0.0060)+1.483(0.0035)=-0.082~\text{eV}.
\end{align}
In the same way, the $1/V$ charge term contributes $-0.014$~eV. The differences of the bcc and fcc slopes from the sc slope contribute $-0.015$~eV, and the level error contributes $+0.029$~eV. The sum is $-0.082$~eV. The $\Gamma$ error thus cancels part of the other errors; it does not signal them. It also straightens the plot: without the level error the same four cells give an intercept of $-0.111$~eV and $r^2=0.996$.

Mixing shapes can do harm without any elastic or k-point error. For sc 5 and fcc 14 with the pure $1/L$ charge term, Eq.~(\ref{mix}) gives
\begin{equation}
\delta b=\frac{(0.06667)(0.03780)(-8.171+8.318)}{0.03780-0.06667}=-0.013~\text{eV}.
\end{equation}
With the nearest-image distance as the length, the error is $-0.079$~eV.

Nor is mixing necessary. The four bcc cells, all with the mesh, give $r^2=0.9997$ and an intercept error of $-20$~meV; the four fcc cells give $0.9992$ and $-40$~meV.

\section*{What would support the extrapolation}

First, the fitted slope should be compared with $-k_eq^2\xi_s/(2\varepsilon)$. In the counterexample it is $-6.06$~eV\,\AA, about 26\% smaller in magnitude than the sc value, and this exposes the fault that $r^2$ hides. Agreement of the slope is necessary if the line is to be read as the pure $1/L$ term, but it does not by itself bound the intercept error.

Second, one shape should be used at converged k-sampling, its known $1/L$ term subtracted, and the remainder extrapolated in higher powers. Here a fit of the remainder in $1/V$ alone leaves errors of $-5.3$ (sc), $-0.6$ (bcc) and $-1.6$~meV (fcc). Including $1/L^5$ reduces them to $-0.8$, $0.04$ and $-0.06$~meV.

The sc family needs the extra term because its cells are not yet in the $1/V$ regime. The coefficient $d_{\rm sc}=15569$~eV\,\AA$^5$ is not derived here; it comes from fitting the lattice energies of sc cells of edge 20 to 40 with a constant, $L^{-3}$, $L^{-5}$ and $L^{-7}$. Because still higher powers are left out of that fit, the value is about 1\% low: fits with edges up to 96 and powers up to $L^{-11}$ give about 15710~eV\,\AA$^5$, a shift that barely changes the numbers below. At $L=15$~\AA, the $1/V$ elastic term is $126.9/15^3=0.0376$~eV and the $1/L^5$ term is $15569/15^5=0.0205$~eV. The computed elastic energy is 0.0647~eV, so these two terms together fall short by about 0.007~eV.

In larger cells the expansion can be checked directly. For sc edges 12 and 16 ($L=36$ and 48~\AA), with charge and elastic terms only, Eq.~(\ref{two}) gives $-5.03$~meV from the $1/V$ terms and $-5.56$~meV with $1/L^5$. The computed intercept error is $-5.67$~meV. The numerical check compares $\xi_s$ with a damped direct sum, $P^2h_s/2$ with a fit to lattice energies, small-cell elastic energies with real-space force relaxation, and small-cell levels with matrix diagonalization. The fitted $1/L^5$ coefficient has no independent calculation and is tested only through this two-cell comparison.

The remedy has conditions. An error in $\varepsilon$ leaves part of the $1/L$ term in the remainder; in a real solid $\varepsilon$ must be the static value if the ions relax and the electronic value if they are fixed, and it is a scalar only in a cubic host. The $1/V$ charge coefficient of Eq.~(\ref{charge}) assumes uniform screening of a prescribed density, so in a real solid it should be fitted rather than taken from $Q$. A charge that is not localized within the cell invalidates Eq.~(\ref{charge}), and a carrier in a host band, sampled at a fixed fractional k-point away from the band edge, brings in the $L^{-2}$ term. Cells whose volume relaxes need a different elastic coefficient, because the $\mathbf G=0$ strain is then no longer absent: minimizing $\frac12KV\theta^2-P\theta$ over the dilatation $\theta$, with $K=(C_{11}+2C_{12})/3$, adds $-P^2/(2KV)$, here $-91.1/V$. This counts the elastic part only: in a charged cell the $1/L$ term also changes with $\theta$, a coupling left out here, which shifts $P$ by a term of order $1/L$ and so adds an $L^{-4}$ term. Relaxing the shape at fixed volume changes nothing for the isotropic dipole used here, which couples only to the trace of the strain. The submitted argument should therefore report shape, k-sampling and fitted slope for each family, and show that the intercept is stable when the smallest cells are removed. The shift seen in that test is not an error bound: dropping the smallest bcc cell moves the raw $1/L$ intercept by 7~meV and leaves an error of 13~meV. The value of $r^2$ cannot replace that evidence.

\section*{Computed results}
\begin{verbatim}
host spacing 3.0 A, charge +2 e, dielectric constant 10.0
Gaussian width 1.2 A, Q = 8.640 e A^2
springs k1 2.0, k2 0.5 eV/A^2; force 1.5 eV/A; P 9.0 eV
C11 1.0000, C12 0.1667, C44 0.1667 eV/A^3
hopping 1.0 eV, site potential -6.0 eV, mass 0.423 m_e
sc: xi 2.83730 (L), 2.83730 (nearest image)
sc: slope -8.1712 eV A, h 3.1323 A^3/eV, P^2h/2 126.86 eV A^3
sc: lattice fit 1/V 126.90 eV A^3, 1/L^5 15569 eV A^5
bcc: xi 2.88846 (L), 3.15167 (nearest image)
bcc: slope -8.3186 eV A, h 1.7425 A^3/eV, P^2h/2 70.57 eV A^3
bcc: lattice fit 1/V 70.58 eV A^3, 1/L^5 4607 eV A^5
fcc: xi 2.88828 (L), 3.24199 (nearest image)
fcc: slope -8.3180 eV A, h 1.4392 A^3/eV, P^2h/2 58.29 eV A^3
fcc: lattice fit 1/V 58.29 eV A^3, 1/L^5 3625 eV A^5
charge 1/V coefficient 52.11 eV A^3
isolated level -7.10392 eV, band edge -6.0 eV
decay kappa*a: formula 1.0075, from levels 1.0136
band carrier shift: edge 4 0.4567, edge 8 0.1153 eV; power 1.986
cell: L (A); charge, elastic, level Gamma, level mesh (eV)
sc 5: 15.000; -0.5293, 0.0647, -2.1e-02, 1.6e-04
sc 6: 18.000; -0.4450, 0.0333, -6.1e-03, 1.7e-05
sc 7: 21.000; -0.3835, 0.0190, -1.8e-03, 1.9e-06
sc 8: 24.000; -0.3367, 0.0118, -5.7e-04, 2.2e-07
sc 9: 27.000; -0.3000, 0.0079, -1.8e-04, 2.7e-08
bcc 8: 19.049; -0.4292, 0.0128, -2.2e-03, 1.6e-06
bcc 10: 23.811; -0.3455, 0.0060, -2.7e-04, 3.4e-08
bcc 12: 28.573; -0.2889, 0.0033, -3.7e-05, 7.6e-10
bcc 14: 33.335; -0.2481, 0.0020, -5.0e-06, 1.8e-11
fcc 8: 15.119; -0.5351, 0.0239, -1.3e-02, 4.2e-05
fcc 10: 18.899; -0.4324, 0.0109, -2.4e-03, 1.9e-06
fcc 12: 22.679; -0.3623, 0.0058, -4.6e-04, 8.5e-08
fcc 14: 26.458; -0.3116, 0.0035, -9.1e-05, 4.0e-09
sc 12 and 16, charge + elastic: intercept error -5.671 meV
  formula: 1/V only -5.035, with 1/L^5 -5.563 meV
sc 5 with fcc 14, length V^(1/3): error -0.0128 eV
sc 5 with fcc 14, length nearest image: error -0.0793 eV
mixed four-cell sets 8882, with r^2 >= 0.999: 1129
their intercept errors: -0.0818 to 0.0112 eV
worst straight set:
  sc 5 Gamma: L 15.000 A, energy -0.4855 eV
  sc 6 Gamma: L 18.000 A, energy -0.4178 eV
  bcc 10 mesh: L 23.811 A, energy -0.3395 eV
  fcc 14 Gamma: L 26.458 A, energy -0.3082 eV
  r^2 0.99906, largest residual 3.29 meV
  slope -6.0587 eV A, intercept error -0.0818 eV
sc family, mesh: raw 1/L error -82.35 meV (r^2 0.99317)
  1/L removed: 1/V fit -5.26, 1/V and 1/L^5 fit -0.84 meV
bcc family, mesh: raw 1/L error -20.46 meV (r^2 0.99970)
  1/L removed: 1/V fit -0.60, 1/V and 1/L^5 fit 0.04 meV
fcc family, mesh: raw 1/L error -40.09 meV (r^2 0.99916)
  1/L removed: 1/V fit -1.58, 1/V and 1/L^5 fit -0.06 meV
\end{verbatim}
